**Leakage rate for a Gaussian beam from a grating coupler**

The program tests the law $2\alpha=\eta g/(1-\eta F)$, where $2\alpha$ is the power leakage rate, $g$ the unit-area Gaussian, $F$ its running integral and $\eta$ the radiated fraction of the input power. It asserts that the power equation with this law, on a truncated aperture, radiates the Gaussian and gives the predicted overlap, and that tooth-by-tooth power bookkeeping agrees with the law. A lossless wave model, in which a guide is joined to two radiation continua, reproduces the guided and upward powers for one-sided emission and for a varying upward share; the largest error is about 0.0006 of the input power. For leaky Bloch modes of an etched 220 nm silicon layer, the program asserts that the decay rate equals the net power flux out of the layer divided by the power carried inside it. The output shows that a 70 nm etch supplies at most 0.182 µm⁻¹, below the 0.302 µm⁻¹ that a complete Gaussian needs at its centre. With that limit and a 100 nm minimum trench, the coupling is 0.830 for unidirectional emission and 0.398 with the computed downward emission.

## Verification by program

```python
# RESULT UNDER TEST: a lossless grating that radiates only upward emits the
# Gaussian g(z) = sqrt(2/pi)/w exp(-2 s^2), s = z/w, carrying a fraction eta of
# the input power, if its power leakage rate is
#     2 alpha(z) = eta g / (1 - eta F),   F(z) = integral of g up to z,
# and for eta = 1:  2 alpha = (2/w) sqrt(2/pi) / erfcx(sqrt(2) s).
# P = guided power (input 1), dP/dz = -2 alpha P, D = upward share of emission.
# Lengths are in micrometres, rates in 1/um. "rate" always means 2 alpha.
import numpy as np
from scipy.integrate import quad, solve_ivp, simpson, trapezoid
from scipy.integrate import cumulative_trapezoid
from scipy.linalg import expm
from scipy.optimize import brentq, minimize
from scipy.special import erfc, erfcx

# ---------------- inputs (rough typical silicon-photonics values) ------------
wavelength, fibre_radius, tilt = 1.55, 5.2, np.radians(10.0)
n_si, n_ox, thickness, etch = 3.476, 1.444, 0.220, 0.070
min_trench, loss_db_cm, dn_dT, delta_T = 0.100, 2.0, 1.8e-4, 50.0
k0 = 2*np.pi/wavelength
kz_out = k0*np.sin(tilt)
w = fibre_radius/np.cos(tilt)          # footprint radius along the surface


def gauss(z):
    return np.sqrt(2/np.pi)/w*np.exp(-2*(z/w)**2)


def cdf(z):
    return 0.5*erfc(-np.sqrt(2)*z/w)


def full_rate(z):
    return 2/w*np.sqrt(2/np.pi)/erfcx(np.sqrt(2)*z/w)


def aperture_rate(z, eta, a=-np.inf, b=np.inf):
    return eta*gauss(z)/(cdf(b)-cdf(a)-eta*(cdf(z)-cdf(a)))


# ---------------- tests of the leakage law -----------------------------------
for s in (-1.0, 0.0, 0.7, 1.5):
    tail = quad(gauss, s*w, s*w+6*w, epsabs=1e-14)[0]
    assert abs(full_rate(s*w)*tail/gauss(s*w)-1) < 1e-6
assert abs(full_rate(8*w)/(4*8/w)-1) < 0.01       # linear growth far out

# truncated aperture: integrate the power equation, then examine the emission
a_end, b_end, eta_t = -1.2*w, 1.2*w, 0.95
sol = solve_ivp(lambda z, P: -aperture_rate(z, eta_t, a_end, b_end)*P,
                (a_end, b_end), [1.0], rtol=1e-10, atol=1e-12,
                dense_output=True)
zt = np.linspace(a_end, b_end, 2001)
emitted = aperture_rate(zt, eta_t, a_end, b_end)*sol.sol(zt)[0]
inside = quad(gauss, a_end, b_end)[0]
assert np.max(np.abs(emitted/gauss(zt)-eta_t/inside)) < 1e-5
overlap_t = simpson(np.sqrt(emitted*gauss(zt)), x=zt)**2
assert abs(overlap_t-eta_t*inside) < 1e-5
gap = 1e-3*w
assert abs(aperture_rate(b_end-gap, 1.0, a_end, b_end)*gap-1) < 0.01

# tooth-by-tooth bookkeeping with explicit sums
pitch, eta_d, left = 0.6, 0.9, 1.0
largest_fraction = 0.0
for start in np.arange(-2*w, 2*w, pitch):
    need = eta_d*quad(gauss, start, start+pitch)[0]
    fraction = need/left
    tooth_rate = -np.log(1-fraction)/pitch
    if abs(start) < 1.5*w:
        assert abs(tooth_rate/aperture_rate(start+pitch/2, eta_d)-1) < 0.02
    largest_fraction = max(largest_fraction, fraction)
    left -= need


# Unitary wave model: a guide joined to an upper and a lower chain of sites
# (two radiation continua). No loss term is put in; leakage must emerge.
def wave_error(hop, share):
    length = 4*w
    dz = 0.15/hop
    steps = int(length/dz)
    z = -2*w+0.5*dz*np.arange(2*steps+1)
    up = share(z/w)
    scale = 0.9/trapezoid(gauss(z)/up, z)
    wanted = scale*gauss(z)
    power = 1-cumulative_trapezoid(wanted/up, z, initial=0)
    alpha = wanted/(2*up*power)
    k_up, k_dn = np.sqrt(hop*up*alpha), np.sqrt(hop*(1-up)*alpha)
    wanted_sum = cumulative_trapezoid(wanted, z, initial=0)
    n = int(hop*length)+20
    bond = np.full(2*n, float(hop))
    psi = np.zeros(2*n+1, complex)
    psi[n] = 1

    def slope(i, v):
        bond[n-1], bond[n] = k_dn[i], k_up[i]
        out = np.zeros_like(v)
        out[:-1] = bond*v[1:]
        out[1:] += bond*v[:-1]
        return -1j*out

    worst = 0.0
    for m in range(steps):
        i = 2*m
        s1 = slope(i, psi)
        s2 = slope(i+1, psi+0.5*dz*s1)
        s3 = slope(i+1, psi+0.5*dz*s2)
        s4 = slope(i+2, psi+dz*s3)
        psi = psi+dz/6*(s1+2*s2+2*s3+s4)
        if m % 20 == 0:
            upper = np.sum(np.abs(psi[n+1:])**2)
            worst = max(worst, abs(upper-wanted_sum[i+2]),
                        abs(abs(psi[n])**2-power[i+2]))
    return worst


wave_errors = []
for share in (lambda s: np.ones_like(s), lambda s: 0.6+0.15*np.tanh(s)):
    coarse, fine = wave_error(20, share), wave_error(40, share)
    # finite bandwidth of the continuum gives an error falling as 1/hop
    assert coarse < 0.015 and fine < 0.7*coarse
    wave_errors.append(fine)


# ---------------- leaky Bloch modes of the etched slab (TE, 2D) --------------
# Order j has wave number beta + (j-1) K: j=1 guided, j=0 radiating, j=-1 back.
def layers(beta, fill, K, index, M):
    j = np.arange(-M, M+1)
    n = len(j)
    bz = beta+(j-1)*K
    q2 = (k0*n_ox)**2-bz**2+0j
    kout = np.where(q2.real > 0, np.sqrt(q2), 1j*np.sqrt(-q2))
    toothed = index**2*np.eye(n)+(n_ox**2-index**2)*fill*np.sinc(
        (j[:, None]-j[None, :])*fill)
    gens = []
    for eps in (index**2*np.eye(n), toothed):
        G = np.zeros((2*n, 2*n), complex)
        G[:n, n:] = np.eye(n)
        G[n:, :n] = np.diag(bz**2)-k0**2*eps
        gens.append(G)
    bottom = np.vstack([np.eye(n), -1j*np.diag(kout)])
    return bz, kout, gens, bottom


def mismatch(beta, fill, K, index, M):
    bz, kout, gens, bottom = layers(beta, fill, K, index, M)
    n = len(bz)
    top = expm(gens[1]*etch) @ expm(gens[0]*(thickness-etch)) @ bottom
    return top[n:]-1j*kout[:, None]*top[:n]


def find_beta(fill, K, guess, index=n_si, M=3):
    b0, b1 = guess, guess+1e-3+1e-3j
    f0 = np.linalg.det(mismatch(b0, fill, K, index, M))
    for _ in range(40):
        f1 = np.linalg.det(mismatch(b1, fill, K, index, M))
        if f1 == f0:
            break
        b2 = b1-f1*(b1-b0)/(f1-f0)
        b0, f0, b1 = b1, f1, b2
        if abs(b1-b0) < 1e-9:
            return b1
    assert abs(b1-b0) < 1e-7
    return b1


def locked_mode(fill, guess):
    """Bloch mode with the period adjusted to keep the emission angle."""
    beta = guess
    K = beta.real-kz_out
    for _ in range(40):
        beta = find_beta(fill, K, beta)
        K_new = beta.real-kz_out
        if abs(K_new-K) < 1e-7:
            break
        K = K_new
    assert abs(K_new-K) < 1e-5
    return beta, K


def mode_fluxes(beta, fill, K, M=3):
    bz, kout, gens, bottom = layers(beta, fill, K, n_si, M)
    n = len(bz)
    vec = np.linalg.svd(mismatch(beta, fill, K, n_si, M))[2][-1].conj()
    state = bottom @ vec
    low = np.abs(state[:n])**2
    content = np.zeros(n)
    for G, height, cuts in ((gens[0], thickness-etch, 30),
                            (gens[1], etch, 14)):
        step = expm(G*height/cuts)
        rows = [np.abs(state[:n])**2]
        for _ in range(cuts):
            state = step @ state
            rows.append(np.abs(state[:n])**2)
        content += simpson(np.array(rows), dx=height/cuts, axis=0)
    high = np.abs(state[:n])**2
    leak = np.sum(kout.real*(low+high))/np.sum(bz.real*content)
    back = abs(bz[M-1].real)*content[M-1]/(bz[M+1].real*content[M+1])
    return leak, high[M]/(high[M]+low[M]), back


def slab_equation(n_eff):
    kap = k0*np.sqrt(n_si**2-n_eff**2)
    gam = k0*np.sqrt(n_eff**2-n_ox**2)
    return kap*thickness-2*np.arctan(gam/kap)


n_slab = brentq(slab_equation, n_ox+1e-6, n_si-1e-6)
beta_slab = n_slab*k0
test_root = find_beta(0.0, beta_slab-kz_out, beta_slab*1.003+0j)
assert abs(test_root-beta_slab) < 1e-6

fills = np.linspace(0.02, 0.60, 30)
betas, Ks, shares, backs = [], [], [], []
beta = beta_slab+0j
for fill in fills:
    beta, K = locked_mode(fill, beta)
    leak, up_share, back = mode_fluxes(beta, fill, K)
    assert beta.imag > 0
    assert abs(leak/(2*beta.imag)-1) < 1e-3     # power balance of the mode
    betas.append(beta)
    Ks.append(K)
    shares.append(up_share)
    backs.append(back)
betas, Ks = np.array(betas), np.array(Ks)
shares, backs = np.array(shares), np.array(backs)
rates = 2*betas.imag
assert 3.5 < rates[1]/rates[0] < 4.3            # weak trench: rate ~ width^2
drops = np.flatnonzero(np.diff(rates) < 0)
top = int(drops[0]) if drops.size else len(rates)-1
check = find_beta(fills[top], Ks[top], betas[top], M=4)
assert abs(2*check.imag/rates[top]-1) < 0.02    # enough orders kept
use = slice(0, top+1)
r_tab, f_tab, K_tab = rates[use], fills[use], Ks[use]
b_tab, d_tab = betas.real[use], shares[use]
r_max = r_tab[-1]
trench_tab = f_tab*2*np.pi/K_tab
r_min = np.interp(min_trench, trench_tab, r_tab)

# ---------------- coupling of the designs to the Gaussian fibre mode ---------
z = np.linspace(-3*w, 3*w, 12001)
target = np.sqrt(gauss(z))


def coupling(rate, up=1.0, phase=0.0):
    power = np.exp(-cumulative_trapezoid(rate, z, initial=0))
    field = np.sqrt(up*rate*power)*np.exp(1j*phase)
    return abs(trapezoid(field*target, z))**2


ideal = coupling(full_rate(z))
assert abs(ideal-1) < 1e-3
capped = coupling(np.minimum(full_rate(z), r_max))
eta_cap = brentq(lambda e: np.max(aperture_rate(z, e))-r_max, 0.01, 0.9999)
assert abs(coupling(aperture_rate(z, eta_cap))-eta_cap) < 1e-3


def limited(start):
    return np.where(z >= start, np.clip(full_rate(z), r_min, r_max), 0.0)


starts = np.linspace(-2*w, 0, 81)
best_start = starts[np.argmax([coupling(limited(s)) for s in starts])]
rate_real = limited(best_start)
c_real = coupling(rate_real)
share_z = np.interp(rate_real, r_tab, d_tab)
c_down = coupling(rate_real, up=share_z)
beta_z = np.interp(rate_real, r_tab, b_tab)
slip = cumulative_trapezoid(beta_z-b_tab[-1], z, initial=0)
c_fixed = max(coupling(rate_real, phase=slip+q*z)
              for q in np.linspace(-1.0, 1.0, 401))


def uniform(p):
    r, start = np.exp(p[0])/w, p[1]*w
    return -quad(lambda x: np.sqrt(r*np.exp(-r*(x-start))*gauss(x)),
                 start, start+8*w, limit=200)[0]**2


best = minimize(uniform, [0.3, -0.7], method="Nelder-Mead",
                options={"xatol": 1e-6, "fatol": 1e-10})
uniform_rate = np.exp(best.x[0])/w

warm = find_beta(fills[top], Ks[top], betas[top], index=n_si+dn_dT*delta_T)
shift = warm.real-betas[top].real
c_warm = abs(trapezoid(gauss(z)*np.exp(1j*shift*z), z))**2
assert abs(c_warm-np.exp(-(shift*w)**2/4)) < 1e-5

# ---------------- printed numbers --------------------------------------------
print(f"wavelength {wavelength*1e3:.0f} nm; tilt in air {np.degrees(tilt):.0f} deg")
print(f"indices: silicon {n_si:.3f}, oxide {n_ox:.3f}")
print(f"silicon {thickness*1e3:.0f} nm; trench depth {etch*1e3:.0f} nm")
print(f"fibre mode radius {fibre_radius:.2f} um; footprint radius w {w:.3f} um")
print(f"effective index of unetched slab {n_slab:.4f}")
print("IDEAL LAW, eta=1: s, guided power left, rate 2alpha (1/um)")
for s in (-1.5, -1.0, -0.5, 0.0, 0.5, 1.0, 1.5):
    print(f"  {s:5.1f}  {1-cdf(s*w):.5f}  {full_rate(s*w):.4f}")
print(f"amplitude rate alpha at centre {full_rate(0.0)/2:.4f} 1/um")
for e in (0.80, 0.90, 0.95, 0.99):
    r = aperture_rate(z, e)
    print(f"eta {e:.2f}: peak rate {r.max():.4f} 1/um at s = {z[r.argmax()]/w:.3f}")
print(f"aperture +-1.2 w, eta {eta_t:.2f}: Gaussian inside {inside:.5f}, "
      f"coupling {overlap_t:.5f}")
print(f"largest power fraction per 0.6 um tooth, eta 0.90: {largest_fraction:.4f}")
print(f"wave model, largest power error: one-sided {wave_errors[0]:.5f}, "
      f"varying D {wave_errors[1]:.5f}")
print("BLOCH MODES: fill, rate (1/um), n_eff, period (nm), upward share")
for i in sorted({0, 4, 9, 14, 19, top}):
    print(f"  {fills[i]:.2f}  {rates[i]:.5f}  {betas[i].real/k0:.4f}  "
          f"{2e3*np.pi/Ks[i]:.1f}  {shares[i]:.3f}")
print(f"largest rate of this etch {r_max:.4f} 1/um at fill {f_tab[-1]:.2f}")
print(f"rate of a {min_trench*1e3:.0f} nm trench {r_min:.4f} 1/um")
print("DESIGN: s, rate used (1/um), trench (nm), period (nm)")
for s in (-0.5, -0.25, 0.0, 0.25, 0.5, 1.0):
    r = np.interp(s*w, z, rate_real)
    if r > 0:
        print(f"  {s:5.2f}  {r:.4f}  {1e3*np.interp(r, r_tab, trench_tab):.0f}  "
              f"{2e3*np.pi/np.interp(r, r_tab, K_tab):.1f}")
print(f"best start of grating with both limits: s = {best_start/w:.3f}")
print("COUPLING to the fibre mode (fraction of input power)")
print(f"  pure Gaussian kept below largest rate: eta = {eta_cap:.4f}")
print(f"  eta=1 law capped at largest rate: {capped:.4f}")
print(f"  capped, and with minimum trench: {c_real:.4f}")
print(f"  the same with computed downward emission: {c_down:.4f} "
      f"= {10*np.log10(c_down):.2f} dB")
print(f"  both limits, fixed period, tilt re-optimised: {c_fixed:.4f}")
print(f"  best uniform grating, no limits: {-best.fun:.4f} "
      f"at rate {uniform_rate:.4f} 1/um, start s = {best.x[1]:.3f}")
print(f"backward/forward order power in core, largest in use: {backs[use].max():.4f}")
print(f"waveguide loss {loss_db_cm:.0f} dB/cm over 4w: {loss_db_cm*4*w*1e-4:.5f} dB")
print(f"{delta_T:.0f} K warming: beta shift {shift:.4f} 1/um, "
      f"coupling factor {c_warm:.4f}")
print("OK")
```

Printed output:

```
wavelength 1550 nm; tilt in air 10 deg
indices: silicon 3.476, oxide 1.444
silicon 220 nm; trench depth 70 nm
fibre mode radius 5.20 um; footprint radius w 5.280 um
effective index of unetched slab 2.8478
IDEAL LAW, eta=1: s, guided power left, rate 2alpha (1/um)
   -1.5  0.99865  0.0017
   -1.0  0.97725  0.0209
   -0.5  0.84134  0.1089
    0.0  0.50000  0.3022
    0.5  0.15866  0.5777
    1.0  0.02275  0.8989
    1.5  0.00135  1.2435
amplitude rate alpha at centre 0.1511 1/um
eta 0.80: peak rate 0.2409 1/um at s = 0.318
eta 0.90: peak rate 0.3414 1/um at s = 0.451
eta 0.95: peak rate 0.4390 1/um at s = 0.580
eta 0.99: peak rate 0.6518 1/um at s = 0.860
aperture +-1.2 w, eta 0.95: Gaussian inside 0.98360, coupling 0.93442
largest power fraction per 0.6 um tooth, eta 0.90: 0.1849
wave model, largest power error: one-sided 0.00062, varying D 0.00062
BLOCH MODES: fill, rate (1/um), n_eff, period (nm), upward share
  0.02  0.00088  2.8400  581.3  0.489
  0.10  0.02112  2.8093  588.1  0.487
  0.20  0.07690  2.7728  596.3  0.484
  0.30  0.14379  2.7412  603.7  0.482
  0.40  0.18068  2.7146  610.0  0.479
  0.42  0.18205  2.7094  611.3  0.479
largest rate of this etch 0.1821 1/um at fill 0.42
rate of a 100 nm trench 0.0566 1/um
DESIGN: s, rate used (1/um), trench (nm), period (nm)
  -0.50  0.1089  148  599.9
  -0.25  0.1821  257  611.3
   0.00  0.1821  257  611.3
   0.25  0.1821  257  611.3
   0.50  0.1821  257  611.3
   1.00  0.1821  257  611.3
best start of grating with both limits: s = -1.125
COUPLING to the fibre mode (fraction of input power)
  pure Gaussian kept below largest rate: eta = 0.7022
  eta=1 law capped at largest rate: 0.8491
  capped, and with minimum trench: 0.8297
  the same with computed downward emission: 0.3984 = -4.00 dB
  both limits, fixed period, tilt re-optimised: 0.8068
  best uniform grating, no limits: 0.8010 at rate 0.2590 1/um, start s = -0.731
backward/forward order power in core, largest in use: 0.0228
waveguide loss 2 dB/cm over 4w: 0.00422 dB
50 K warming: beta shift 0.0343 1/um, coupling factor 0.9918
OK
```
